\section*{Three-point fit of modulated-reflectance lines from their extrema, part 2}

An extremum of a modulated-reflectance line does not, in general, lie at the energy gap. The gap and broadening can nevertheless be found in closed form from the energies of three successive extrema, if the exponent $m$ is known. The relative change of reflectance at photon energy $E$ is modelled by
\begin{equation}
L(E)=\mathrm{Re}\left[C e^{i\theta}z^{-m}\right]+B,\qquad z=E-E_g+i\Gamma .
\label{eq:line}
\end{equation}
Here $E_g$ is the gap, $\Gamma>0$ the broadening, $C>0$ the amplitude (unit: energy to the power $m$), $\theta$ the phase, defined modulo $2\pi$, and $B$ the baseline. With $\varphi=\arg z$ and $0<\varphi<\pi$, the branch is $z^{-m}=|z|^{-m}e^{-im\varphi}$, and $E=E_g+\Gamma\cot\varphi$.

Successive extrema $E_1<E_2<E_3$, with values $L_k$, have angles $\varphi_1=\varphi_2+\delta$, $\varphi_2$ and $\varphi_3=\varphi_2-\delta$, where $\delta=\pi/(m+1)$. With $a=E_2-E_1$ and $b=E_3-E_2$,
\begin{equation}
q=\cot\varphi_2=\frac{b-a}{a+b}\cot\delta,\quad
\Gamma=\frac{2ab}{a+b}\frac{\cot\delta}{1+q^2},\quad
E_g=E_2-\Gamma q .
\label{eq:recall}
\end{equation}

Let $S_k=\sin^{m+1}\varphi_k$, and let $\sigma=+1$ if $E_2$ is a maximum, $-1$ if it is a minimum. Then
\begin{equation}
C=\Gamma^m\frac{|L_2-L_1|}{S_1+S_2},\qquad
B=L_2-\sigma C\Gamma^{-m}S_2 .
\label{eq:amp}
\end{equation}
\begin{equation}
\theta=(m+1)\varphi_2-\sigma\frac{\pi}{2}.
\label{eq:theta}
\end{equation}
The curvature at an extremum is $L''_k=-m(m+1)\sin^2\varphi_k\,(L_k-B)/\Gamma^2$.

If the baseline is known and subtracted, the energies and the assumed $m$ predict the height ratios:
\begin{equation}
\left|\frac{L_1}{L_2}\right|=\left(\frac{2b\cos\delta}{a+b}\right)^{m+1},\qquad
\left|\frac{L_3}{L_2}\right|=\left(\frac{2a\cos\delta}{a+b}\right)^{m+1}.
\label{eq:ratios}
\end{equation}
Under the same proviso, two extrema suffice when $E_3$ is lost. With $r=|L_1/L_2|^{1/(m+1)}$,
\begin{equation}
q=\frac{r-\cos\delta}{\sin\delta},\qquad
\Gamma=\frac{a\,r}{(1+q^2)\sin\delta},\qquad E_g=E_2-\Gamma q .
\label{eq:two}
\end{equation}

\subsection{A line in the regime of gallium arsenide}

The inputs are $E_g=1.420$ eV (a wavelength of $873.1$ nm), $\Gamma=10.0$ meV, $m=5/2$, $\theta=20^\circ$, $C=10^{-9}\ \mathrm{eV}^{5/2}$ and $B=0$. The extrema of this line, found numerically as zeros of its finite-difference slope, are as follows.

\begin{center}
\begin{tabular}{cccc}
$k$ & $E_k$ (eV) & $\varphi_k$ (deg) & $L_k$ \\
1 & 1.410246 & 134.286 & $+3.104\times10^{-5}$\\
2 & 1.421253 & 82.857 & $-9.731\times10^{-5}$\\
3 & 1.436364 & 31.429 & $+1.024\times10^{-5}$
\end{tabular}
\end{center}

The energy spacings are $a=11.0069$ meV and $b=15.1111$ meV, while both angular spacings are $51.43^\circ=180^\circ/3.5$. Now use the energies and $m$ alone. With $\cot\delta=0.797473$,
\begin{align}
q&=\frac{4.1042}{26.1180}\times0.797473=0.12532,\\
\Gamma&=\frac{2(11.0069)(15.1111)}{26.1180}\,
\frac{0.797473}{1+0.12532^2}\ \mathrm{meV}=10.00\ \mathrm{meV},\\
E_g&=1.421253\ \mathrm{eV}-0.001253\ \mathrm{eV}=1.4200\ \mathrm{eV}.
\end{align}
The extra digits are kept so that the arithmetic can be followed; they do not describe the accuracy of a measurement.

For the amplitude, $S_1=0.3104$ and $S_2=0.9731$, while $|L_2-L_1|=1.2835\times10^{-4}$. Thus $C\Gamma^{-5/2}=1.000\times10^{-4}$. Since $(0.010\ \mathrm{eV})^{5/2}=10^{-5}\ \mathrm{eV}^{5/2}$, this returns $C=10^{-9}\ \mathrm{eV}^{5/2}$. The middle extremum is a minimum, so $\sigma=-1$ and $\theta=3.5\times82.857^\circ+90^\circ=380^\circ$, equivalent to $20^\circ$. The baseline is $L_2+C\Gamma^{-5/2}S_2=0$ to the digits shown.

The two-extremum formula uses $r=0.3190^{1/3.5}=0.7215$, $\cos\delta=0.6235$ and $\sin\delta=0.7818$. It gives $q=0.125$ and $\Gamma=10.0$ meV, without the weak third extremum.

\subsection{A wrong exponent}

Keep the three energies fixed and change the assumed exponent. Equation~\eqref{eq:recall} still gives an answer each time.

\begin{center}
\begin{tabular}{ccccc}
$m$ & error of $E_g$ (meV) & $\Gamma$ (meV) & $|L_1/L_2|$ & $|L_3/L_2|$\\
2 & $+0.59$ & 7.29 & 0.194 & 0.075\\
5/2 & 0 & 10.00 & 0.319 & 0.105\\
3 & $-0.70$ & 12.43 & 0.448 & 0.126
\end{tabular}
\end{center}

The last two columns are the height ratios predicted from the energies and the assumed $m$. The actual ratios are $0.319$ and $0.105$, which select $m=5/2$ here. The gap is much less affected than the broadening, whose errors are $-27\%$ and $+24\%$ of its true value. For equal spacings $\Gamma$ is proportional to $\cot\delta$ while the gap stays at $E_2$; the present line is not far from that case. The gap is not so well protected at other phases: near $\theta=135^\circ$, where the spacings are most unequal, either wrong exponent moves it by about $2$ meV, as much as or more than it changes $\Gamma$.

If the baseline is unknown, use $(L_2-L_1)/(L_2-L_3)$. When neighbouring heights have opposite signs about the baseline, this equals $(1+|L_1/L_2|)/(1+|L_3/L_2|)$ with baseline-corrected heights. The predictions for $m=2$, $5/2$ and $3$ are $1.11$, $1.19$ and $1.29$. The test survives an unknown offset, but it demands accurate heights and accurate energies. Take the energies as exact first. If each height has an independent standard error of $1\%$ of the strongest signal, the ratio has a standard error of about $0.014$, well below the steps of $0.08$ and $0.09$ between the predictions. At $3\%$ it is about $0.04$, and the choice of $m$ is no longer safe. The predictions carry their own error, since they are computed from the energies. An independent standard error of $0.325$ meV in each extremum, the size used in the next subsection, also gives about $0.04$, even with perfect heights. To select $m$ on this line the extrema must be placed to about $0.1$ meV.

\subsection{Reading errors}

Small changes of the three energies and the fitted parameters are related by differentiating $E_k=E_g+\Gamma\cot\varphi_k$. The spacing $\delta$ is fixed by $m$, so all three angles change by the same $d\varphi_2$:
\begin{equation}
dE_k=dE_g+\cot\varphi_k\,d\Gamma-\frac{\Gamma}{\sin^2\varphi_k}\,d\varphi_2 .
\label{eq:errors}
\end{equation}
These are three linear equations for three unknowns. For the present line their solution is
\begin{align}
dE_g&=-0.277\,dE_1+1.561\,dE_2-0.284\,dE_3,\label{eq:weights}\\
d\Gamma&=-0.613\,dE_1+0.397\,dE_2+0.215\,dE_3 .\label{eq:gweights}
\end{align}
A common calibration error moves $E_g$ by its full amount and leaves $\Gamma$ alone, because it satisfies Eq.~\eqref{eq:errors} with $d\Gamma=d\varphi_2=0$.

The size of the weights can be understood from the symmetric line, $\varphi_2=\pi/2$. There $\cot\varphi_{1,3}=\mp\tan\delta$ and $1/\sin^2\varphi_{1,3}=1/\cos^2\delta$. Let the gap weights be $(w,1-2w,w)$, which sum to one and cancel the $d\Gamma$ column. Cancelling the $d\varphi_2$ column requires $2w/\cos^2\delta+1-2w=0$, hence $w=-\frac12\cot^2\delta$. For $m=5/2$ the weights are $(-0.32,1.64,-0.32)$. For equal reading errors the middle extremum matters most, and its error is magnified.

A wavelength error of $0.2$ nm corresponds to $1.42\ \mathrm{eV}\times0.2/873.1=0.325$ meV. If each extremum has an independent standard error of this size, the root sum of squares of the weights gives standard errors of $0.52$ meV in $E_g$ and $0.25$ meV in $\Gamma$.

Equal errors are a favourable assumption for the outer extrema. A small added signal $N(E)$ moves an extremum by $-N'/L''_k$, as follows from expanding $L'+N'=0$. The curvature is proportional to $\sin^{m+3}\varphi_k$, so the third extremum here has about $3\%$ of the curvature of the second. A given unwanted slope moves it some thirty times as far.

\subsection{Slopes and slowly varying prefactors}

Add a linear background that rises by $2\%$ of the strongest signal over $100$ meV. Its slope is $1.95\times10^{-5}\ \mathrm{eV}^{-1}$. The curvatures in order are $-1.39$, $+8.38$ and $-0.244\ \mathrm{eV}^{-2}$, which gives shifts of $+0.014$, $-0.002$ and $+0.080$ meV. Inserted in Eqs.~\eqref{eq:weights} and \eqref{eq:gweights}, they change $E_g$ by $-0.03$ meV and $\Gamma$ by $+0.01$ meV. Most of the gap error comes from the flat third extremum.

A multiplicative factor acts differently. The dielectric response of an interband transition with constant momentum matrix element carries a factor $1/E^2$. Near the gap, relative to its value there, this is $1-\alpha(E-E_g)$ with $\alpha=2/E_g$. For zero baseline the new extrema obey $L''_k\,dE_k=\alpha L_k$ to first order in $\alpha$, so the curvature formula gives
\begin{equation}
dE_k=-\frac{\alpha\Gamma^2}{m(m+1)\sin^2\varphi_k}.
\end{equation}
This has the form of the $d\varphi_2$ term in Eq.~\eqref{eq:errors}, with $d\varphi_2=\alpha\Gamma/[m(m+1)]$. To first order it therefore changes the fitted phase but neither $E_g$ nor $\Gamma$. Although the strongest extremum moves by $-0.016$ meV, refitting the line with the full $1/E^2$ factor changes both parameters by about $0.001$ meV or less.

\subsection{Where the exponent comes from}

Consider a parabolic band edge in $d$ dimensions with reduced mass $\mu$, constant transition matrix element and no attraction between electron and hole. A uniform field $F$ acts along a direction of free motion. The response is a sum over the time $t$ between creation and recombination of the pair. Let $s=t/\hbar$ and let $\mathbf k$ be the relative wavevector at the midpoint of this interval. The field changes it linearly in time, and the accumulated phase is
\begin{align}
&\frac1\hbar\int_{-t/2}^{t/2}\left[E_g+\frac{\hbar^2}{2\mu}
\left(\mathbf k+\frac{e\mathbf F t'}{\hbar}\right)^2\right]dt'\nonumber\\
&\qquad=\left(E_g+\frac{\hbar^2k^2}{2\mu}\right)s
+\frac{e^2F^2}{2\mu\hbar}\frac{t^3}{12}.
\end{align}
The cross term is odd in $t'$ and vanishes. With $t=\hbar s$, the last term is $\Omega^3s^3/3$, where
\begin{equation}
\Omega^3=\frac{e^2\hbar^2F^2}{8\mu}
\end{equation}
defines an energy $\Omega$. The Gaussian integral over $\mathbf k$ gives $s^{-d/2}$. Lorentzian broadening supplies $e^{-\Gamma s}$. The difference between field on and field off is thus
\begin{equation}
D(z)\propto\int_0^\infty s^{-d/2}e^{izs}
\left(e^{-i\Omega^3s^3/3}-1\right)ds .
\label{eq:field}
\end{equation}
For a weak field the bracket is $-i\Omega^3s^3/3$. The remaining integral of $s^{3-d/2}e^{izs}$ scales as $z^{-(4-d/2)}$, so
\begin{equation}
m=4-\frac d2 .
\end{equation}
This gives $m=5/2$ in three dimensions and $m=3$ in two.

For $d=3$ the constants follow from $\int_0^\infty s^{3/2}e^{-ps}ds=\frac34\sqrt\pi\,p^{-5/2}$ with $p=-iz$, whose real part is $\Gamma>0$. On that branch $(-iz)^{-5/2}=e^{5\pi i/4}z^{-5/2}$. With $-i=e^{-i\pi/2}$, the integral is $\frac14\sqrt\pi\,\Omega^3e^{3\pi i/4}z^{-5/2}$. The amplitude is proportional to $F^2$. The measured phase $\theta$ also contains the phases of the constant factors left out of Eq.~\eqref{eq:field} and of the optical factors that convert a complex dielectric change into reflectance.

A different mechanism gives $m=2$. A discrete excitonic level with response proportional to $1/z$, whose energy is modulated, changes by the derivative of $1/z$ with respect to that energy, which is $1/z^2$.

\subsection{Finite field}

The next term in the bracket of Eq.~\eqref{eq:field} is $-\Omega^6s^6/18$. For $d=3$ the ratio of its integral to the first, in magnitude at $E=E_g$, is
\begin{equation}
\frac{1}{6}\left(\frac92\cdot\frac72\cdot\frac52\right)
\left(\frac{\Omega}{\Gamma}\right)^3
=6.6\left(\frac{\Omega}{\Gamma}\right)^3 .
\end{equation}
The product of half-integers arises from three integrations by parts. The large coefficient makes the condition stricter than $\Omega<\Gamma$ suggests. Since $\Omega^3\propto F^2$, the first shifts of the fitted parameters also grow as $F^2$.

For an electron mass of $0.067$ and a heavy-hole mass of $0.50$ free-electron masses, both rough values, $\mu=0.0591$ free-electron masses. Evaluating Eq.~\eqref{eq:field} by a trapezoidal sum in $\sqrt s$, with $\Gamma$ and $\theta$ fixed, and fitting the strongest extremum and its neighbours gives these errors.

\begin{center}
\begin{tabular}{cccc}
$F$ (kV/cm) & $\Omega$ (meV) & error of $E_g$ (meV) & error of $\Gamma$ (meV)\\
1 & 1.17 & $+0.12$ & $+0.04$\\
3 & 2.44 & $+1.04$ & $+0.22$\\
10 & 5.44 & $+4.92$ & $+0.76$
\end{tabular}
\end{center}

The correction ratio is about $0.01$, $0.1$ and $1$ in the three rows. From $1$ to $3$ kV/cm the gap error grows nearly ninefold, as the $F^2$ law requires. At $10$ kV/cm the expansion has failed, and the power-law line should be replaced by the full field response. The table holds for $\theta=20^\circ$ and for switching between zero field and $F$. If the field is only slightly modulated about a built-in value $F$, the signal is the derivative with respect to $F$, which multiplies the $F^2$ term by $2/F$ and the $F^4$ term by $4/F$. The correction ratio then doubles, and the gap errors in the three rows become about $+0.24$, $+1.9$ and $+8.3$ meV.

\subsection{The model beside a real sample}

The gap, masses and broadening above are rough values in the range of gallium arsenide at room temperature. Real samples depart from the model in several ways. Doped layers and surfaces can have fields of tens of kV/cm, beyond the weak-field fit at this broadening. The broadening need not be Lorentzian: with a Gaussian of the same full width, standard deviation $8.49$ meV, the weak-field line at the same phase gives a fitted gap $1.9$ meV too high and a fitted $\Gamma$ of $12.9$ meV instead of the half-width $10$ meV. The size and sign of this gap error depend on the phase; at $\theta=60^\circ$ it is $-1.1$ meV. With a rough relative permittivity of $13$, the exciton binding scale is $13.6\ \mathrm{eV}\times0.0591/13^2=4.8$ meV, or $0.48\,\Gamma$. Electron--hole attraction is therefore not negligible, and $m=5/2$ is an approximation; the table of exponents shows the effect of changing the power, not the full error from that attraction. Light holes, with a rough mass of $0.08$, have $\Omega=2.86$ meV at $3$ kV/cm and leave the weak-field regime earlier. Without strain they add at the same edge. The weak-field amplitude scales as $\mu^{3/2}\Omega^3\propto\mu^{1/2}$, so for equal matrix elements theirs is about $0.8$ of the heavy-hole one, and the errors at $3$ kV/cm rise to $+1.1$ meV in $E_g$ and $+0.4$ meV in $\Gamma$. Strain can separate their edge from that of the heavy holes, and then one line is not enough. Finally, $5$ K of heating by the pump light, at a rough slope of $-0.45$ meV/K, lowers the gap itself by about $2.3$ meV. The fit would report that change faithfully, but it would not be the gap at the temperature of the sample holder.

For these parameters, agreement of the three-point fit with its input to a fraction of a meV thus says nothing about the accuracy of a measured gap. Field, broadening shape and temperature can each matter at the level of $1$ meV or more.
